# Contact resistivity from the intercept of a transfer-length structure: test program

```python
"""Contact resistivity from a transfer-length structure.

Result under test: rho_c = (Rc*W)**2 / Rsh for long contacts, where
  Rc    = resistance of one contact = half the zero-gap intercept (ohm)
  W     = contact width, Rsh = sheet resistance (ohm per square)
  LT    = sqrt(rho_c/Rsh), the transfer length
Internal units: um, ohm, A, V. Contact resistivity is in ohm um2 inside
the program and is printed in ohm cm2 (1 um2 = 1e-8 cm2).
The independent road is a discrete resistor network of the contact.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.sparse import bmat, diags, identity, kron
from scipy.sparse.linalg import spsolve

UM2_TO_CM2 = 1e-8
width = 100.0
sheet = 300.0
intercept = 6.0
pad = 50.0
test_current = 1e-3
gaps = np.array([5.0, 10.0, 15.0, 20.0, 30.0])


def chain_matrix(n):
    """Laplacian of n nodes joined in a row by unit conductances."""
    main = np.full(n, 2.0)
    main[0] = main[-1] = 1.0
    side = -np.ones(n - 1)
    return diags([side, main, side], [-1, 0, 1], format="lil")


def contact_network(rho, sheet_under, pad_length, metal_sheet=0.0, cell=0.01):
    """Resistance of one contact, and current into the metal per cell for 1 A.

    Current enters the sheet at the front edge. A resistive metal is
    connected to ground at its far end; an ideal metal is all at ground.
    """
    n = int(round(pad_length / cell))
    r_sheet = sheet_under * cell / width
    g_down = width * cell / rho
    link = g_down * identity(n)
    semiconductor = chain_matrix(n) / r_sheet + link
    if metal_sheet == 0.0:
        source = np.zeros(n)
        source[0] = 1.0
        v = spsolve(semiconductor.tocsc(), source)
        down = g_down * v
    else:
        r_metal = metal_sheet * cell / width
        metal = chain_matrix(n)
        metal[n - 1, n - 1] += 2.0
        metal = metal / r_metal + link
        source = np.zeros(2 * n)
        source[0] = 1.0
        full = bmat([[semiconductor, -link], [-link, metal]], format="csc")
        v = spsolve(full, source)
        down = g_down * (v[:n] - v[n:])
    return v[0] + r_sheet / 2, down


def thick_layer_contact(rho, thickness, pad_length=8.0, half_gap=1.0,
                        dx=0.005, nz=8):
    """One contact on a uniform layer of finite thickness, solved in 2D."""
    n_gap = int(round(half_gap / dx))
    nx = n_gap + int(round(pad_length / dx))
    dz = thickness / nz
    resistivity = sheet * thickness
    gx = width * dz / (resistivity * dx)
    gz = width * dx / (resistivity * dz)
    along = chain_matrix(nx)
    along[0, 0] += 2.0
    top = np.zeros((nx, nz))
    top[n_gap:, 0] = width * dx / (rho + resistivity * dz / 2)
    matrix = (gx * kron(along, identity(nz))
              + gz * kron(identity(nx), chain_matrix(nz))
              + diags(top.ravel()))
    source = np.zeros((nx, nz))
    source[0, :] = 2 * gx
    v = spsolve(matrix.tocsc(), source.ravel()).reshape(nx, nz)
    current = np.sum(2 * gx * (1.0 - v[0, :]))
    return 1.0 / current - sheet * half_gap / width


def extract(zero_gap_resistance):
    """Contact resistivity by the long-contact formula, in ohm um2."""
    return (zero_gap_resistance / 2 * width) ** 2 / sheet


def percent(value, reference):
    return 100 * (value / reference - 1)


# Main result: formula against root search on the network
rc = intercept / 2
transfer = rc * width / sheet
rho_c = extract(intercept)
rho_net = brentq(lambda q: contact_network(q, sheet, pad)[0] - rc, 30, 3000)
assert abs(rho_net / rho_c - 1) < 1e-4
assert abs(rho_c * UM2_TO_CM2 / 3e-6 - 1) < 1e-9

# Resistance against gap, with contacts taken from the network
rc_net, down = contact_network(rho_c, sheet, pad)
totals = 2 * rc_net + sheet * gaps / width
slope, fitted = np.polyfit(gaps, totals, 1)
assert abs(fitted - intercept) < 1e-3
assert abs(-fitted / slope + 2 * transfer) < 1e-3

# Current crowding at the front edge
share = down[:int(round(transfer / 0.01))].sum()
assert abs(share - (1 - np.exp(-1))) < 1e-3
edge_density = (1.5 * down[0] - 0.5 * down[1]) / (width * 0.01) * test_current
assert abs(edge_density / (test_current / (width * transfer)) - 1) < 1e-3

# Short pad
short_pad = 1.0
rc_short = contact_network(rho_c, sheet, short_pad)[0]
coth = 1 / np.tanh(short_pad / transfer)
assert abs(rc_short / (rc * coth) - 1) < 1e-3
rho_short = extract(2 * rc_short)

# Changed sheet under the metal, same measured contact resistance
sheet_under = 150.0
rho_under = brentq(
    lambda q: contact_network(q, sheet_under, pad)[0] - rc, 30, 3000)
assert abs(rho_under / ((rc * width) ** 2 / sheet_under) - 1) < 1e-4

# Gaps wider than drawn, analysed with the drawn gaps
gap_error = 0.1
shifted = 2 * rc_net + sheet * (gaps + gap_error) / width
fit_shifted = np.polyfit(gaps, shifted, 1)[1]
assert abs(fit_shifted - intercept - sheet * gap_error / width) < 1e-3
rho_gap = extract(fit_shifted)

# Lead resistance, resistive metal, finite thickness, hot sheet
lead = 1.0
rho_lead = extract(intercept + lead)
metal_sheet = 0.05
rc_metal = contact_network(rho_c, sheet, pad, metal_sheet)[0]
assert 0 < rc_metal - rc < metal_sheet * pad / width
rho_metal = extract(2 * rc_metal)
thickness = 0.025
rc_thick = thick_layer_contact(rho_c, thickness)
thick_shift = rc_thick / rc - 1
# leading-order estimate; edge terms and the grid leave several percent
assert abs(thick_shift / (thickness**2 / (6 * transfer**2)) - 1) < 0.15
hot_sheet = 600.0
rc_hot = contact_network(rho_c, hot_sheet, pad)[0]
assert abs(rc_hot / (rc * np.sqrt(hot_sheet / sheet)) - 1) < 1e-3

# Linearity at the test current
thermal_mv = 1e3 * constants.k * 300 / constants.e
drop_mv = 1e3 * test_current * rc
field = test_current * sheet / width * 1e4
assert drop_mv < 0.2 * thermal_mv

c = UM2_TO_CM2
print(f"Contact width: {width:.0f} um")
print(f"Sheet resistance: {sheet:.0f} ohm per square")
print(f"Two-contact intercept: {intercept:.1f} ohm")
print(f"Pad length: {pad:.0f} um")
print(f"One contact resistance: {rc:.2f} ohm")
print(f"Width-normalised contact resistance: {rc*width/1000:.2f} ohm mm")
print(f"Transfer length: {transfer:.3f} um")
print(f"Contact resistivity, formula: {rho_c*c:.3e} ohm cm2")
print(f"Contact resistivity, network: {rho_net*c:.3e} ohm cm2")
for gap, total in zip(gaps, totals):
    print(f"Total resistance at gap {gap:.0f} um: {total:.2f} ohm")
print(f"Fitted slope: {slope:.3f} ohm/um")
print(f"Fitted intercept: {fitted:.3f} ohm")
print(f"Gap-axis intercept: {-fitted/slope:.3f} um")
print(f"Current entering within one LT: {100*share:.1f} percent")
print(f"Wrong, intercept as one contact: {extract(2*intercept)*c:.2e} ohm cm2")
print(f"Wrong, Rc times pad area: {rc*width*pad*c:.2e} ohm cm2")
print(f"Result if intercept is 5.5 ohm: {extract(5.5)*c:.2e} ohm cm2")
print(f"Result if intercept is 6.5 ohm: {extract(6.5)*c:.2e} ohm cm2")
print(f"Assumed changed sheet under metal: {sheet_under:.0f} ohm per square")
print(f"True resistivity in that case: {rho_under*c:.2e} ohm cm2")
print(f"Assumed short pad: {short_pad:.1f} um")
print(f"Short-pad contact resistance: {rc_short:.3f} ohm")
print(f"Short-pad apparent resistivity: {rho_short*c:.2e} ohm cm2")
print(f"Assumed gap error: {gap_error:.2f} um")
print(f"Intercept with gap error: {fit_shifted:.2f} ohm")
print(f"Resistivity error from gaps: {percent(rho_gap, rho_c):.1f} percent")
print(f"Assumed lead resistance in data: {lead:.1f} ohm")
print(f"Resistivity error from leads: {percent(rho_lead, rho_c):.1f} percent")
print(f"Assumed metal sheet resistance: {metal_sheet:.2f} ohm per square")
print(f"Contact resistance with this metal: {rc_metal:.4f} ohm")
print(f"Resistivity error from metal: {percent(rho_metal, rho_c):.2f} percent")
print(f"Assumed layer thickness: {1000*thickness:.0f} nm")
print(f"Rc change from thickness: {100*thick_shift:.3f} percent")
print(f"Assumed hot sheet resistance: {hot_sheet:.0f} ohm per square")
print(f"Hot contact resistance, same rho_c: {rc_hot:.2f} ohm")
print(f"Test current: {1000*test_current:.1f} mA")
print(f"Front-edge current density: {edge_density/c:.0f} A/cm2")
print(f"Contact voltage at front edge: {drop_mv:.2f} mV")
print(f"Thermal voltage at 300 K: {thermal_mv:.2f} mV")
print(f"Field in the gap: {field:.1f} V/cm")
print("no test failed")
```

Output:

```
Contact width: 100 um
Sheet resistance: 300 ohm per square
Two-contact intercept: 6.0 ohm
Pad length: 50 um
One contact resistance: 3.00 ohm
Width-normalised contact resistance: 0.30 ohm mm
Transfer length: 1.000 um
Contact resistivity, formula: 3.000e-06 ohm cm2
Contact resistivity, network: 3.000e-06 ohm cm2
Total resistance at gap 5 um: 21.00 ohm
Total resistance at gap 10 um: 36.00 ohm
Total resistance at gap 15 um: 51.00 ohm
Total resistance at gap 20 um: 66.00 ohm
Total resistance at gap 30 um: 96.00 ohm
Fitted slope: 3.000 ohm/um
Fitted intercept: 6.000 ohm
Gap-axis intercept: -2.000 um
Current entering within one LT: 63.2 percent
Wrong, intercept as one contact: 1.20e-05 ohm cm2
Wrong, Rc times pad area: 1.50e-04 ohm cm2
Result if intercept is 5.5 ohm: 2.52e-06 ohm cm2
Result if intercept is 6.5 ohm: 3.52e-06 ohm cm2
Assumed changed sheet under metal: 150 ohm per square
True resistivity in that case: 6.00e-06 ohm cm2
Assumed short pad: 1.0 um
Short-pad contact resistance: 3.939 ohm
Short-pad apparent resistivity: 5.17e-06 ohm cm2
Assumed gap error: 0.10 um
Intercept with gap error: 6.30 ohm
Resistivity error from gaps: 10.3 percent
Assumed lead resistance in data: 1.0 ohm
Resistivity error from leads: 36.1 percent
Assumed metal sheet resistance: 0.05 ohm per square
Contact resistance with this metal: 3.0243 ohm
Resistivity error from metal: 1.63 percent
Assumed layer thickness: 25 nm
Rc change from thickness: 0.011 percent
Assumed hot sheet resistance: 600 ohm per square
Hot contact resistance, same rho_c: 4.24 ohm
Test current: 1.0 mA
Front-edge current density: 1000 A/cm2
Contact voltage at front edge: 3.00 mV
Thermal voltage at 300 K: 25.85 mV
Field in the gap: 30.0 V/cm
no test failed
```
